Coulomb focusing and the threshold of 1s–2s excitation in hydrogen-like ions

**Question.** An electron that excites a target at threshold has no kinetic energy left, and the number of final states open to it shrinks with its wave number k_f. Why does the 1s–2s cross section of a hydrogen-like ion nevertheless start at a finite value, how large is that value, and how does it depend on the nuclear charge Z?

**The mechanism**

Hartree atomic units are used, with a fixed nucleus and no relativity. Far away, the projectile sees the residual charge z = Z − 1. In an s wave its local wave number at distance r is

p(r) = √(k² + 2z/r).

Near the ion p does not vanish when k → 0. What matters is whether the inner wave connects smoothly to the slow outer wave. The semiclassical amplitude p^(−1/2) holds where p changes little over a wavelength. Since dp/dr = −z/(r²p),

|dp/dr|/p² = z/(r²p³) ≤ z/[r²(2z/r)^(3/2)] = 1/√(8zr).

This bound does not contain k. However slow the electron is, its wave passes through the Coulomb tail with little reflection once r ≫ 1/(8z). For l > 0 the centrifugal term l(l+1)/r² also becomes negligible against 2z/r at large r.

A free s wave behaves differently. With far amplitude k^(−1/2) it is sin(kr)/√k, which is √k r near the target and fades as k → 0.

**From the amplitude to the collision strength**

The Coulomb-Born approximation puts the attraction −z/r into the projectile waves and treats the remaining interaction, 1/|r − x| − 1/r, once; x is the position of the bound electron. Exchange and coupling to other channels are omitted. The term −1/r drops out because 1s and 2s are orthogonal.

With ρ = Zr, the product of the two bound radial functions, each including its factor r, is Z D(ρ), where

D(ρ) = √2 ρ²(1 − ρ/2)e^(−3ρ/2).

Its potential v obeys (ρv)″ = −D/ρ. Try ρv = c(2ρ + 3ρ²)e^(−3ρ/2), which vanishes at both ends. Differentiating twice gives

(ρv)″ = c[6 − 3(2 + 6ρ) + (9/4)(2ρ + 3ρ²)]e^(−3ρ/2)
= −(27/2)c ρ(1 − ρ/2)e^(−3ρ/2).

Hence c = 2√2/27, and the transition potential is V(r) = Z v(Zr) with

v(ρ) = (2√2/27)(2 + 3ρ)e^(−3ρ/2).

Let F_l be the regular Coulomb wave of unit far amplitude, M the matrix element of V between Coulomb waves normalized to unit incident density, and δ_l the Coulomb phases. Then

σ = (k_f/k_i)(1/4π²)∫|M|² dΩ_f,
M = [16π²/(k_i k_f)] Σ_lm e^(i(δ_l^i+δ_l^f)) I_l Y_lm(k̂_f)Y*_lm(k̂_i),
I_l = ∫F_l(k_f r) V F_l(k_i r) dr.

The leading k_f in σ is the phase-space factor. Integration over k̂_f removes the phases and the cross terms, and Σ_m|Y_lm|² = (2l+1)/4π. Thus

σ = [16π/(k_i³k_f)] Σ_l(2l+1)I_l².

The collision strength is Ω = 2k_i²σ/π, where 2 is the spin weight of 1s. Setting G_l = F_l/√k absorbs the remaining wave numbers:

Ω = 32 Σ_l(2l+1)[∫G_l^f V G_l^i dr]².

The threshold law is now decided by the size of G_l^f inside the short range of V.

**The focusing factor**

Let u be the s-wave solution with u(0) = 0 and u′(0) = 1. It obeys ru″ + (k²r + 2z)u = 0. Its Laplace transform L(s) = ∫₀^∞ e^(−sr)u dr therefore satisfies

(s² + k²)L′ = (2z − 2s)L.

Since L → 1/s² at large s,

L(s) = exp[−(2z/k)arctan(k/s)]/(s² + k²)
= (s + ik)^(−1+iν)(s − ik)^(−1−iν), ν = z/k.

The singularities at s = ±ik fix u at large r. The one at ik contributes

(2ik)^(−1+iν) r^(iν)e^(ikr)/Γ(1+iν),

whose modulus is e^(−πν/2)/[2k|Γ(1+iν)|]. The other contributes the complex conjugate, so the far amplitude A is twice this modulus. With |Γ(1+iν)|² = πν/sinh(πν),

A² = (1 − e^(−2πν))/(2πνk²).

Now G_0 = u/(A√k), so the square of its slope at the origin is

N_0² = 1/(kA²) = 2πz/(1 − e^(−2πz/k)).

The density at the nucleus relative to a plane wave is N_0²/k, which tends to 2πz/k_f. This is the focusing factor. Multiplied by the phase-space factor k_f, it leaves 2πz. For z → 0 at fixed k, instead, N_0² → k and nothing compensates the phase space.

At ζ = z/Z = 1 and scaled wave number κ_f = k_f/Z = 0.01, the density factor is 628.3 and the product is 6.2832, or 2π to the digits shown.

**All partial waves at threshold**

The density at the nucleus concerns the s wave alone. For general l at k = 0, put G_l = √r w(x), with x = √(8zr). Because dx/dr = x/(2r),

G_l″ = (x²w″ + xw′ − w)/(4r^(3/2)).

Inserting this in G_l″ + [2z/r − l(l+1)/r²]G_l = 0 and multiplying by 4r^(3/2) gives Bessel's equation,

x²w″ + xw′ + [x² − (2l+1)²]w = 0.

The far amplitude must be p^(−1/2) with p = √(2z/r), which fixes the constant:

G_l → √(πr) J_(2l+1)(√(8zr)).

Every partial wave thus has a finite threshold form. For l = 0 and small r it becomes √(2πz) r, in agreement with N_0². A free wave has G_l ∝ k^(l+1/2) near the target, so its contribution to Ω falls at least as fast as k_f^(2l+1), and faster if the leading overlap with the incoming wave vanishes.

**Two ways to lose the finite threshold**

First, cut the Coulomb attraction off at r = R. Outside, u is a free wave with A² = u(R)² + u′(R)²/k², and

N_0² = k/[k²u(R)² + u′(R)²].

This is proportional to k at small k unless u′(R) = 0. For unit charge and R = 20 a₀, it falls from 0.06944 to 0.03472 as k goes from 0.002 to 0.001 a₀⁻¹. At the exceptional radii where u′(R) = 0 for k = 0, it grows as 1/k instead. Strong attraction near the ion thus does not by itself give a finite limit; the long Coulomb tail does.

Second, focus only the incoming wave. The outgoing s wave is then √κ_f ρ at small κ_f, and the overlap needed is

O = ∫ρ v u dρ = (2√2/27)(−2L′ + 3L″),

taken at s = 3/2, with charge ζ and κ_i² = 3/4. Let g = L′/L = (2ζ − 3)/3. Differentiating the equation for L gives L″/L = g² − g − 2/3. Hence

−2L′ + 3L″ = (3g + 1)(g − 2)L = (2/3)(1 − ζ)(9 − 2ζ)L.

Here L = (1/3)e^(−πζ/(3κ_i)), because arctan(κ_i/s) = π/6. Therefore

O = (2√2/27)(2/9)(1 − ζ)(9 − 2ζ)e^(−πζ/(3κ_i)).

For ζ < 1 this is nonzero and Ω vanishes as κ_f. At ζ = 1 the s-wave term is absent at this order and the p wave gives κ_f³: halving κ_f reduces the computed strength by a factor of 8.00.

With only the outgoing wave focused, Z²Ω instead tends to 0.982 at ζ = 0.5 and 0.641 at ζ = 1. Outgoing focusing makes the threshold finite; the incoming wave affects the size.

**Scaling with nuclear charge**

With ρ = Zr and κ = k/Z, the Coulomb waves depend on κρ and ζ/κ, where ζ = 1 − 1/Z. The factor Z in V cancels the 1/Z in dr, so I_l has no separate dependence on Z. The prefactor 1/(k_i k_f) supplies Z⁻². Hence

Z²Ω = W(E/ΔE, ζ), σ = πW/(2Z⁴κ_i²).

The excitation energy is ΔE = 3Z²/8, so κ_i² = κ_f² + 3/4, and fixed E/ΔE means fixed κ_i. Thus Z²Ω is not strictly constant, since ζ still varies with Z. It approaches a limit with a correction of order 1/Z.

A direct calculation in unscaled variables for Z = 3 and k_f = 0.6 a₀⁻¹ gives Ω = 0.087603. Nine times this is 0.78843, equal to the scaled result at ζ = 2/3 and κ_f = 0.2.

**The numbers**

For He⁺, Z = 2 and ζ = 0.5. The threshold energy is 3·4/8 = 1.5 hartree, or 40.8 eV, and k_i² = 3. The radial integrals give W = 0.7542, so

Ω = 0.7542/4 = 0.1885,
σ = π(0.1885)/(2·3) = 0.0987 a₀² = 2.76×10⁻¹⁸ cm².

The 1s–2s cross section in this model jumps from zero to this value at threshold. The digits belong to the Coulomb-Born model and do not measure its accuracy for the real ion.

The threshold values at other charges show how far the scaling holds:

Z = 3: Z²Ω = 0.779
Z = 6: Z²Ω = 0.822
Z = 10: Z²Ω = 0.841
Z = 26: Z²Ω = 0.857
Z → ∞: Z²Ω → 0.867

The limit is 15% above the He⁺ value. It is the limit of the direct term only. Exchange is also first order in the electron-electron repulsion, so it scales as Z⁻² in Ω and does not fade at large Z; adding it at ζ = 1 lowers the threshold limit from 0.867 to about 0.72. The statements below refer to the direct term. Near it, Z²Ω ≈ 0.867 − 0.257/Z. The cross section meanwhile drops to 3.93×10⁻⁶ a₀² at Z = 26, mainly through Z⁻⁴. These digits belong to the nonrelativistic model. At Z = 26, (Zα)² is 0.036 and the Dirac 1s–2s energy already lies 0.8% above 3Z²/8, so Z → ∞ is a formal limit.

The s wave supplies 65% of the He⁺ threshold strength and the p wave 34%. In the infinite-Z limit the shares are 26% and 64%, with nearly 10% from the d wave. The s-wave density explains the cancelled power of k_f, but it does not give the magnitude by itself.

The energy dependence shows the contrast with a neutral target. At E/ΔE = 1, 1.1 and 3, W is 0.754, 0.771 and 0.853 for He⁺, but 0, 0.311 and 0.752 for ζ = 0. Close to threshold in the infinite-Z limit, W ≈ 0.8674 + 0.093κ_f², which is linear in the excess energy.

**The neutral limit and its limits of validity**

For ζ = 0, the overlap is O = 4√2/27 and the incoming wave has N_0² = κ_i. Thus

W/κ_f → 32κ_i O² = 1024κ_i/729 = 1.216.

If a small charge is present and κ_f goes to zero first, κ_f is replaced by 2πζ. At ζ = 0.0001 the calculated strength is 0.9996 of this estimate. At ζ = 0.5 the estimate would be 3.82 instead of 0.754, so it is useful only for weak charge. No hydrogen-like ion is in that regime, since He⁺ has the smallest nonzero value, ζ = 0.5.

The neutral result holds in first order. In nonrelativistic hydrogen, 2s and 2p are degenerate, and their dipole coupling acts on the outgoing electron as 1/r². That has the same range as the centrifugal term, so the free-wave power of k_f need not survive when the coupling is included. For an ion, the 2z/r attraction outlasts this coupling at large distance, and the smooth passage through the Coulomb tail remains. Channel coupling and exchange can still change the size of Ω and add resonance structure, which this calculation leaves out. The numerical output gives further values.

Table of computed values

```
Scaled units: kappa=k/Z; W=Z^2*Omega (dimensionless)
Initial kappa at threshold: 0.866025
Focusing at zeta=1: kappa_f, density factor, product, W, W neutral
  0.50    12.5664  6.283207 0.885240 0.496542
  0.20    31.4159  6.283185 0.870943 0.234101
  0.10    62.8319  6.283185 0.868309 0.120449
  0.05   125.6637  6.283185 0.867623 0.060672
  0.01   628.3185  6.283185 0.867401 0.012164
2*pi: 6.283185
Slope^2 at k=0.3: integrated 6.28302, formula 6.28319
Slope^2 at k=2.0: integrated 6.56697, formula 6.56697
Coulomb cut at r=20 a0, charge 1: k (1/a0), slope^2 (1/a0)
  0.002 0.069436
  0.001 0.034723
Neutral W/kappa_f at threshold: 1.216475
Neutral W at kappa_f=0.5: partial waves 0.49654155, momentum integral 0.49654155
Weak-charge ratio at zeta=0.0001: 0.999588
One wave focused: zeta, kappa_f, W incoming only, W outgoing only
  0.5 0.002 5.34493e-04 0.981969
  0.5 0.001 2.67245e-04 0.981969
  1.0 0.002 2.90043e-09 0.641082
  1.0 0.001 3.62554e-10 0.641081
s-wave overlap, incoming only (scaled): zeta=0.5 0.050869, zeta=1 3.1e-16
Z=3, k_f=0.6/a0: direct Omega 0.08760328, 9*Omega 0.78842956, scaled W 0.78842956
Threshold: Z, zeta, W, Omega, sigma (a0^2)
   2 0.50000 0.754178 1.885446e-01 9.872173e-02
   3 0.66667 0.779219 8.657990e-02 2.014806e-02
   6 0.83333 0.822238 2.283995e-02 1.328774e-03
  10 0.90000 0.840698 8.406980e-03 1.760754e-04
  26 0.96154 0.857347 1.268265e-03 3.929362e-06
Infinite-Z limit of W: 0.867392
Z*(limit-W) at Z=2000: 0.25687
Partial-wave share of threshold W (%): l, Z=2, infinite Z
  0 65.1166 26.2090
  1 33.8707 63.7006
  2 1.0050 9.7367
  3 0.0077 0.3486
  4 0.0000 0.0050
Energy/threshold: W neutral form, W Z=2, W infinite Z
  1.0 0.000000 0.754178 0.867392
  1.1 0.310627 0.771007 0.873804
  1.5 0.563274 0.808737 0.891119
  2.0 0.668319 0.831719 0.901717
  3.0 0.751781 0.853197 0.908700
(W-limit)/kappa_f^2 near threshold, infinite Z: 0.0928
He+ threshold energy: 1.5000 hartree = 40.8171 eV
He+ threshold sigma: 0.098722 a0^2 = 2.76449e-18 cm^2
```
